# Woodbury Inverse of the PAW Overlap and Chebyshev Filtering

**Q.** In a PAW calculation each self-consistent step asks for the lowest solutions of \(Hu=\lambda Su\). A Chebyshev filter needs a polynomial in one operator, and here there are two. What do you filter with?

**A.** With \(A=S^{-1}H\). If \(S\) is invertible, \(Hu=\lambda Su\) and \(Au=\lambda u\) are the same equation. The price is one application of \(S^{-1}\) for every application of \(H\), so the inverse must be cheap.

In a basis of \(N\) orthonormal plane waves the overlap is

\[
S=1+PDP^\dagger .
\]

The \(M\) columns of \(P\) are the projectors. The Hermitian matrix \(D\) is block diagonal over atoms, with elements \(\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle\) between true and smooth partial waves. I write \(P^\dagger\), not \(P^T\), because the coefficients are complex: a projector centred at \(R\) carries the phase \(e^{-iq\cdot R}\) in the plane wave \(q\), in general also at \(k=0\).

**Q.** \(S\) is still an \(N\times N\) matrix. Why should its inverse be cheap?

**A.** Because \(S\) differs from 1 only through \(M\) projections. To solve \(Sx=y\), define \(z=DP^\dagger x\). Then

\[
x=y-Pz .
\]

Apply \(DP^\dagger\) to both sides and write \(G=P^\dagger P\):

\[
z=DP^\dagger y-DGz
\quad\Rightarrow\quad
Kz=DP^\dagger y,\qquad K=1+DG .
\]

If the \(M\times M\) matrix \(K\) is invertible, this gives the Woodbury formula

\[
S^{-1}=1-PK^{-1}DP^\dagger .
\]

Multiplying back confirms it:

\[
\begin{aligned}
S(1-PK^{-1}DP^\dagger)
&=1+PDP^\dagger-P(1+DG)K^{-1}DP^\dagger\\
&=1+PDP^\dagger-PDP^\dagger=1 .
\end{aligned}
\]

For square matrices a right inverse is also a left inverse. One application costs about \(2NM+M^2\) multiplications per vector once \(K^{-1}D\) is stored, against \(N^2\) for a dense inverse.

**Q.** I know the formula with \(D^{-1}\) in it. And what if \(K\) is singular?

**A.** If \(D\) is invertible, \(K=D(D^{-1}+G)\), so \(K^{-1}D=(D^{-1}+G)^{-1}\) and

\[
S^{-1}=1-P(D^{-1}+G)^{-1}P^\dagger .
\]

The form with \(K\) also covers a singular \(D\), for instance a channel without an overlap correction.

If \(K\) is singular, there is no inverse to find. Take \(z\ne0\) with \(Kz=0\), and set \(x=Pz\). Then \(Sx=P(1+DG)z=0\). Moreover \(x\ne0\), since \(Pz=0\) would give \(Gz=0\) and hence \(z=-DGz=0\). So \(S\) is invertible if and only if \(K\) is.

**Q.** Invertible is not enough. A generalized eigenproblem needs a positive overlap.

**A.** Yes, and a finite set of projectors does not guarantee it. The small matrices decide the matter. For linearly independent projectors write \(G=LL^\dagger\) and \(Q=P(L^\dagger)^{-1}\). Then \(Q^\dagger Q=L^{-1}G(L^\dagger)^{-1}=1\), \(P=QL^\dagger\), and

\[
S=1+Q(L^\dagger DL)Q^\dagger .
\]

On the span of the projectors, \(S\) has the eigenvalues of \(1+L^\dagger DL\); on the orthogonal complement it is 1. I assume from here on that all are positive.

**Q.** Give me a case with numbers, one in which \(D\) is not conveniently positive.

**A.** Take a one-dimensional periodic model in hartree atomic units, with round parameters that represent no material. The cell is 40 bohr long, \(k=0.05\) bohr\(^{-1}\), and plane waves with \(q^2/2\le20\) hartree are kept. Eight sites lie at 2.5, 7.8, 12.3, 17.9, 22.5, 27.2, 32.7 and 37.1 bohr. Each carries a Gaussian well of depth 1 hartree and width parameter (standard deviation) 0.8 bohr, repeated periodically.

With \(t=(x-x_{\rm site})/(1.5\ \text{bohr})\), the three projectors of a site are the normalized functions

\[
(1-t^2)^2,\qquad (1-t^2)^2(1-4t^2),\qquad t(1-t^2)^2
\]

for \(|t|\le1\), and zero outside. The site blocks of \(D\) and of the nonlocal part \(PEP^\dagger\) of \(H\) are

\[
D:\begin{pmatrix}0.8&-0.2&0\\-0.2&0.3&0\\0&0&-0.4\end{pmatrix},\qquad
E:\begin{pmatrix}0.6&-0.1&0\\-0.1&0.2&0\\0&0&-0.2\end{pmatrix}\text{ hartree}.
\]

This gives \(N=80\) and \(M=24\). The eigenvalues of \(S\) run from 0.6003 to 1.6745, so \(S\) is positive although \(D\) is indefinite. The lower end is easy to place: in a complete basis the normalized odd projector is orthogonal to all the others and gives \(1-0.4=0.6\).

The Woodbury inverse differs from a dense numerical inverse by \(5\times10^{-16}\) in spectral norm. If \(P^T\) replaces \(P^\dagger\) throughout the formula, the product of the supposed inverse with \(S\) differs from 1 by 1.36 in the same norm.

**Q.** Suppose the PAW spheres do not overlap. Then \(G\) should be block diagonal, and \(K\) could be inverted atom by atom.

**A.** That holds in the complete basis. The cutoff removes plane waves, whose coefficients form a matrix \(P_{\rm out}\). With \(G_\infty\) the complete-basis Gram matrix,

\[
G=G_\infty-T,\qquad T=P_{\rm out}^\dagger P_{\rm out}\ge0 .
\]

Let a subscript 0 denote the site-diagonal part. Since \(G_\infty\) has no other part, \(G-G_0=-(T-T_0)\). Both \(T\) and \(T_0\) lie between 0 and \(\|T\|\), so

\[
-\|T\|\le -T_0\le T-T_0\le T\le\|T\| .
\]

The intersite part therefore has norm at most \(\|T\|\). In the model it is \(1.9\times10^{-3}\), and \(\|T\|\), summed over plane waves up to about 126 bohr\(^{-1}\), is \(4.8\times10^{-3}\).

**Q.** So small that you can drop it?

**A.** It is better used as a correction. Let \(K_0=1+DG_0\), assumed invertible, and \(b=DP^\dagger y\). Start from \(z_0=K_0^{-1}b\) and refine:

\[
z_{j+1}=z_j+K_0^{-1}(b-Kz_j).
\]

Let \(z\) be the solution of \(Kz=b\). Subtracting the iteration from \(z\) gives

\[
z-z_{j+1}=(1-K_0^{-1}K)(z-z_j)=R(z-z_j),
\]

\[
R=K_0^{-1}(K_0-K)=-K_0^{-1}D(G-G_0).
\]

The start has error \(z-z_0=(1-K_0^{-1}K)z=Rz\), so \(z-z_j=R^{j+1}z\). The approximate inverse is \(B_jy=y-Pz_j\), and hence

\[
B_j-S^{-1}=P R^{j+1}K^{-1}DP^\dagger .
\]

The refinement converges for every \(b\) if the spectral radius of \(R\) is below 1. Here it is \(5.6\times10^{-4}\). The inverse has an error of \(4.5\times10^{-4}\) without refinement and \(2.3\times10^{-7}\) after one, both in spectral norm.

**Q.** Return to the filter. \(S^{-1}H\) is not Hermitian. Why may I treat it as if it had a real spectrum and orthogonal eigenvectors?

**A.** It is self-adjoint in the inner product \(\langle x,y\rangle_S=x^\dagger Sy\):

\[
\langle x,Ay\rangle_S=x^\dagger Hy=(S^{-1}Hx)^\dagger Sy=\langle Ax,y\rangle_S .
\]

Its eigenvectors can be normalized as \(U^\dagger SU=1\), so \(U^{-1}=U^\dagger S\). For any polynomial \(p\),

\[
p(A)=U\,p(\Lambda)\,U^\dagger S .
\]

Each eigenvector is multiplied by \(p(\lambda)\). No square root of \(S\) is needed.

**Q.** And which polynomial?

**A.** Suppose the unwanted eigenvalues lie in \([a,b]\). Map this interval to \([-1,1]\) with

\[
c=\frac{a+b}{2},\qquad e=\frac{b-a}{2},\qquad \ell(\lambda)=\frac{\lambda-c}{e}.
\]

The Chebyshev polynomials obey \(T_{n+1}(\ell)=2\ell T_n(\ell)-T_{n-1}(\ell)\), with \(T_0=1\) and \(T_1=\ell\). On a block of vectors \(Y_0\) this reads

\[
Y_1=\frac{(A-c)Y_0}{e},\qquad
Y_{k+1}=\frac{2(A-c)Y_k}{e}-Y_{k-1}.
\]

Inside the interval \(T_n=\cos(n\arccos\ell)\), so the gain never exceeds 1 in magnitude. Below it, put \(\ell=-\cosh\eta\). The identity \(\cosh(n+1)\eta+\cosh(n-1)\eta=2\cosh\eta\cosh n\eta\) turns the recurrence into

\[
T_n(\ell)=(-1)^n\cosh(n\eta),\qquad \eta=\operatorname{arccosh}|\ell| .
\]

**Q.** You need \(b\) before you know the spectrum. May I use the kinetic cutoff?

**A.** The cutoff alone carries no guarantee, because \(H\) has other terms and \(S\) can have eigenvalues below 1. A safe value follows from the Rayleigh quotient. If \(H\le h_{\max}\) with \(h_{\max}\ge0\), and \(S\ge s_{\min}>0\), then

\[
\frac{x^\dagger Hx}{x^\dagger Sx}\le
h_{\max}\frac{x^\dagger x}{x^\dagger Sx}\le\frac{h_{\max}}{s_{\min}} .
\]

In the model the local potential is negative. So \(h_{\max}\) is the cutoff plus the largest eigenvalue of \(L^\dagger EL\), if positive; a local potential with a positive maximum would add that maximum. The result is \(h_{\max}=20.573\) hartree and

\[
b=\frac{20.573}{0.60031}=34.27\text{ hartree}.
\]

The largest eigenvalue, from dense diagonalization, is 19.04 hartree. In this model the cutoff would have sufficed.

**Q.** Then your bound is wasteful. What does the caution cost, and what would carelessness cost?

**A.** For a state a small distance \(\delta=a-\lambda\) below the interval, \(|\ell|=1+2\delta/(b-a)\). Expanding \(\cosh\eta\simeq1+\eta^2/2\) gives

\[
\eta\simeq2\sqrt{\frac{\delta}{b-a}} .
\]

The degree needed for a given gain thus grows as \(\sqrt{b-a}\). With \(a=0.32\) hartree, using 34.27 instead of 19.04 hartree raises it by \(\sqrt{33.95/18.72}=1.35\).

An upper end far below the largest eigenvalue can do more harm. With the same \(a\) and an upper end of 15.23 hartree, 0.8 times the largest eigenvalue, a filter of degree 16 multiplies the lowest state by 133 and the highest by \(2.8\times10^6\). The filter then favours the wrong end of the spectrum.

**Q.** Suppose the interval is right. How fast does a block of vectors find the states I want?

**A.** Let the block have \(m\) vectors and take \(a=\lambda_{m+1}\). Split the starting block into the lowest \(m\) eigenvectors and the rest:

\[
X_0=U_<C_<+U_>C_> .
\]

Assume the square matrix \(C_<\) is invertible, so that no low state is missing. With \(e_i\) the \(i\)th unit vector, the span of \(X_0\) then contains

\[
X_0C_<^{-1}e_i=u_i+w_i,\qquad w_i=U_>C_>C_<^{-1}e_i .
\]

Apply \(k\) filters and divide by \(T_n(\ell_i)^k\). The first term returns to \(u_i\). The second contains states in \([a,b]\) alone, which the filter does not amplify. Hence

\[
\operatorname{dist}_S(u_i,\operatorname{span}X_k)\le
\frac{\|w_i\|_S}{|T_n(\ell_i)|^k}.
\]

Orthonormalizing the block between filters leaves its span unchanged.

For the model I seek 8 states with \(m=14\) and \(n=16\). The start consists of the 14 plane waves of lowest kinetic energy, with small random admixtures. Dense diagonalization gives \(\lambda_8=-0.05917\) and \(\lambda_{15}=0.32050\) hartree. Then

\[
|\ell_8|=1+\frac{2(0.32050+0.05917)}{34.270-0.3205}=1.02237,
\]

so \(\eta=0.2111\) and the gain is \(\cosh(16\times0.2111)=14.7\). With \(\|w_8\|_S=0.194\), the bound after one cycle is \(0.194/14.7=0.0132\); the distance found is 0.0115. After four cycles the bound is \(4.2\times10^{-6}\) and the distance \(3.2\times10^{-6}\).

**Q.** You used \(\lambda_{15}\), which nobody has in advance. And a span is not yet a set of eigenvectors.

**A.** The Rayleigh-Ritz step answers both. Solve the small problem

\[
(X^\dagger HX)c=\theta(X^\dagger SX)c,
\]

and form \(x=Xc\) with \(x^\dagger Sx=1\). The ordered eigenvalue \(\lambda_i\) is the minimum, over all \(i\)-dimensional subspaces, of the largest Rayleigh quotient in the subspace. The Ritz value \(\theta_i\) is the same minimum restricted to subspaces of the block, so \(\theta_i\ge\lambda_i\). I take the highest Ritz value of the previous cycle as the next \(a\). It lies at or above \(\lambda_m\), so it does not cut into the wanted states.

**Q.** How do I judge the error without a reference diagonalization?

**A.** From the residual \(r=Hx-\theta Sx\), measured with \(S^{-1}\). Write \(x=Ud\), where \(\sum_j|d_j|^2=1\). Then \(r=SU(\Lambda-\theta)d\), and since \(S^{-1}=UU^\dagger\),

\[
r^\dagger S^{-1}r=\sum_j|d_j|^2(\lambda_j-\theta)^2
\ge\min_j(\lambda_j-\theta)^2 .
\]

So some eigenvalue lies within \(\sqrt{r^\dagger S^{-1}r}\) of \(\theta\). The Woodbury formula supplies this norm too.

Near convergence the eigenvalue is much better than this. For \(x\propto u_i+\epsilon v\) with \(u_i^\dagger Sv=0\) and \(v^\dagger Sv=1\),

\[
\theta-\lambda_i=\frac{\epsilon^2\,v^\dagger(H-\lambda_iS)v}{1+\epsilon^2},
\]

because the terms linear in \(\epsilon\) contain \((H-\lambda_iS)u_i=0\). The residual is of first order in \(\epsilon\).

For the eight wanted states the largest residuals and eigenvalue errors, in hartree, are:

| Cycle | Residual | Eigenvalue error |
|---:|---:|---:|
| 1 | \(4.3\times10^{-2}\) | \(2.1\times10^{-4}\) |
| 3 | \(3.1\times10^{-4}\) | \(1.5\times10^{-8}\) |
| 5 | \(2.9\times10^{-6}\) | \(1.4\times10^{-12}\) |

The residual falls below \(10^{-8}\) hartree at cycle 8. The errors refer to dense diagonalization in the same basis, so they say nothing about the error of the cutoff. The lowest eigenvalue is \(-0.1375\) hartree.

**Q.** Now I become lazy and keep the atom-by-atom inverse \(B_0\) in the filter. Surely more cycles remove its small error?

**A.** They do not. The filter now converges to an invariant subspace of \(BH\), and

\[
BHu_i=\lambda_iBSu_i=\lambda_iu_i+\lambda_i(BS-1)u_i .
\]

The last term is a fixed perturbation. (With \(a\) at the highest Ritz value, the top vector of the block has a gain close to 1 and settles only slowly; the lower vectors, including the wanted ones, settle quickly.) \(B_0\) is Hermitian, because \((1+DG_0)D=D(1+G_0D)\) gives \(K_0^{-1}D=D(1+G_0D)^{-1}\), which is its own adjoint. It is also positive here: its error of \(4.5\times10^{-4}\) is far below \(1/1.6745=0.597\), the smallest eigenvalue of \(S^{-1}\). So \(BH\) still has real eigenvalues.

Let the perturbed eigenvector be \(u_i+\sum_{j\ne i}d_{ji}u_j\), with eigenvalue \(\lambda_i+\mu\). To first order, projection with \(u_j^\dagger S\) gives

\[
\lambda_jd_{ji}+\lambda_iu_j^\dagger S(BS-1)u_i=\lambda_id_{ji},
\]

\[
d_{ji}=\frac{\lambda_i\,u_j^\dagger S(BS-1)u_i}{\lambda_i-\lambda_j}.
\]

Components with \(j\le m\) stay inside the block, where Rayleigh-Ritz with the true \(H\) and \(S\) can undo them. Those with \(j>m\) have escaped. Their largest norm among the eight states is \(2.67\times10^{-6}\), both from this formula and from dense diagonalization of \(B_0H\). After 60 cycles the solver retains a residual of \(4.2\times10^{-6}\) hartree. One refinement lowers this floor to \(2.3\times10^{-9}\) hartree.

**Q.** Your formula has \(\lambda_i\) in the numerator. An error that depends on where I put the zero of energy looks suspicious.

**A.** It is real. Replacing \(H\) by \(H+\sigma S\) leaves the eigenvectors and the differences \(\lambda_i-\lambda_j\) alone, but changes the numerator to \(\lambda_i+\sigma\). With the true inverse \(BS-1=0\), and the shift is harmless. With \(B_0\) and \(\sigma=5\) hartree the floor rises to \(3.5\times10^{-4}\) hartree, by a factor of 83. For state 8 the formula predicts \((5-0.0592)/0.0592=83\), and for state 1, with \(\lambda_1=-0.1375\) hartree, it predicts 35. State 8 has the largest residual of the eight in both runs, so the first factor is the one observed. With an inexact inverse, a zero of energy near the wanted eigenvalues is therefore favourable.

**Q.** And if I omit \(S^{-1}\) altogether, and leave \(S\) to the Rayleigh-Ritz step?

**A.** That is the choice \(B=1\), for which \(BS-1=PDP^\dagger\) is not small. The filter collects the low eigenvectors of \(H\) alone, and Rayleigh-Ritz can combine only what the block contains. After 60 cycles the largest residual is still \(3.4\times10^{-2}\) hartree.

**Q.** In a self-consistent calculation \(H\) changes at every step. How much of this work must be repeated?

**A.** Within one step \(H\) is fixed, as assumed above. In the next step the new \(H\) requires a new \(h_{\max}\) and new filters. At fixed atomic positions, cell, k-point, cutoff and PAW data, \(P\) and \(D\) do not change, so \(K^{-1}D\) and \(s_{\min}\) can be kept. If the atoms move, \(P\) changes. Unless they all move by the same vector, \(G\), \(K\) and the positivity of \(S\) must be evaluated again.
